# Why high partial waves localise at r1 = r2

## A fall that needs four powers

In helium, treated to second order in the electron repulsion, the partial wave $l=5$ lowers the energy by 0.1850 millihartree and $l=7$ by 0.0544. Between these two the energy falls as the power $-3.95$ of $l+\tfrac12$, close to an inverse fourth power.

Two inverse powers are easy to suspect: a pair of electrons excited to angular momentum $l$ has centrifugal energy proportional to $l(l+1)$, and this stands in an energy denominator. One more comes from the normalisation of the Legendre polynomials. The fourth is geometrical. The two radii must agree ever more closely as $l$ grows, so the area of the $(r_1,r_2)$ plane that contributes shrinks as $1/l$.

Hartree atomic units are used. The nucleus is fixed, and relativity and orders beyond the second are left out. The omitted orders are not small for helium: with all orders included, the $l=5$ and $l=7$ increments are about 0.087 and 0.025 millihartree, a little under half of the second-order values. The coefficients and the local exponent given here belong to second order with hydrogenic orbitals. Throughout,

$$\lambda=l+\tfrac12,\qquad s=\sqrt{r_1r_2},\qquad u=\ln\frac{r_1}{r_2}.$$

Here $s$ is the geometric mean radius and $u$ measures the relative distance from the diagonal $r_1=r_2$. The smaller and larger radii are $r_<$ and $r_>$.

## Contribution 1: the width of the kernel

The repulsion has the multipole expansion

$$\frac1{r_{12}}=\sum_l K_l(r_1,r_2)\,P_l(\cos\theta),\qquad K_l=\frac{r_<^{\,l}}{r_>^{\,l+1}},$$

where $\theta$ is the angle between the position vectors. Since $r_<=s\,e^{-|u|/2}$ and $r_>=s\,e^{|u|/2}$,

$$K_l=s^{\,l-(l+1)}\,e^{-l|u|/2-(l+1)|u|/2}=\frac{e^{-\lambda|u|}}{s}. \tag{1}$$

This is an identity for every $l$. On the diagonal the kernel is $1/s$, whatever $l$ is. High multipoles are not weaker there; they are narrower, with a decay length $1/\lambda$ in $u$.

To express the width in ordinary distance, fix $r_2=r$ and vary $r_1$. The factor $(r_</r_>)^l$ equals one half at $r_1=r\,2^{-1/l}$ and at $r_1=r\,2^{1/l}$. Its full width at half height is therefore

$$w=r\left(2^{1/l}-2^{-1/l}\right)=2r\sinh\frac{\ln2}{l}\approx 2\ln2\;\frac rl .$$

The width is proportional to $r$ because a multipole depends on the ratio of the radii and has no length of its own. At $r=0.6250$ bohr, a radius whose significance appears below, $w$ is 0.17384 bohr for $l=5$ and 0.04333 bohr for $l=20$. The estimate $2\ln2\,r/l$ gives 0.17329 and 0.04332 bohr.

## Contribution 2: one integral collapses

Consider a double integral with a smooth function $F$,

$$I_l=\int_0^\infty\!\!\int_0^\infty F(r_1,r_2)\,K_l(r_1,r_2)\,dr_1\,dr_2 .$$

With $\sigma=\ln s$ we have $\ln r_1=\sigma+u/2$ and $\ln r_2=\sigma-u/2$. The determinant of this change of variables has modulus $|1\cdot(-\tfrac12)-\tfrac12\cdot1|=1$, so

$$dr_1\,dr_2=r_1r_2\,d\sigma\,du=s^2\,\frac{ds}{s}\,du=s\,ds\,du .$$

The factor $s$ cancels the $1/s$ in (1):

$$I_l=\int_0^\infty ds\int_{-\infty}^{\infty}du\;F\,e^{-\lambda|u|}. \tag{2}$$

Nothing has been approximated yet. For large $\lambda$ only small $|u|$ matters, and $F$ may be expanded in $u$ at fixed $s$. Odd powers integrate to zero. For even $n$,

$$\int_{-\infty}^{\infty}u^n e^{-\lambda|u|}du=\frac{2\,n!}{\lambda^{n+1}} .$$

The term $F$ at $u=0$ takes $2/\lambda$, and $\tfrac12u^2F_{uu}$ takes $\tfrac12\cdot4/\lambda^3$. Hence

$$I_l=\frac2\lambda\int_0^\infty F(s,s)\,ds+\frac2{\lambda^3}\int_0^\infty F_{uu}\big|_{u=0}\,ds+O(\lambda^{-5}). \tag{3}$$

The leading term is a single integral along the diagonal, multiplied by the area under the narrow exponential. That area is the inverse power in question. Equation (3) assumes that $F$ is smooth across the diagonal and that the integrals over $s$ converge.

### Weighing it on the ground-state density

Take $F=P(r_1)^2P(r_2)^2$ with the hydrogenic function $P(r)=2Z^{3/2}r\,e^{-Zr}$. Because $r_1+r_2=2s\cosh(u/2)$,

$$F=16Z^6s^4\,e^{-4Zs\cosh(u/2)} .$$

The second derivative of $\cosh(u/2)$ at $u=0$ is $\tfrac14$ and its first derivative vanishes, so $F_{uu}=-ZsF$ there. The two integrals are

$$\int F(s,s)\,ds=16Z^6\frac{4!}{(4Z)^5}=\frac{3Z}8,\qquad
\int F_{uu}\,ds=-16Z^7\frac{5!}{(4Z)^6}=-\frac{15Z}{32}.$$

For $Z=2$ they are $0.7500$ and $-0.9375$ hartree. At $l=10$, where $\lambda=10.5$, the single integral gives $2(0.7500)/10.5=0.14286$ hartree. The second term of (3) adds $2(-0.9375)/10.5^3=-0.00162$, which makes 0.14124. Direct double quadrature gives 0.14130.

| $l$ | double integral | single integral |
|---|---|---|
| 1 | 0.75000 | 1.00000 |
| 5 | 0.26274 | 0.27273 |
| 10 | 0.14130 | 0.14286 |
| 40 | 0.03701 | 0.03704 |

Relative to the double integral, the single one is too large by 33% at $l=1$, 3.8% at $l=5$ and 0.08% at $l=40$. The correction term does not rescue $l=1$: the two-term result there is 0.444 hartree, worse than the single term. The collapse is a statement about large $l$.

### When the count changes

The strip supplies one power if $F$ has a nonzero integral along the diagonal. Suppose $F$ is multiplied by $|r_1-r_2|=2s\sinh(|u|/2)\approx s|u|$. Since $\int|u|e^{-\lambda|u|}du=2/\lambda^2$, the result is

$$\frac2{\lambda^2}\int sF(s,s)\,ds .$$

If it is multiplied by $(r_1-r_2)^2\approx s^2u^2$, the result is $(4/\lambda^3)\int s^2F(s,s)\,ds$. At $l=40$ the directly computed double integrals are 0.997 and 0.994 times these predictions. A function that vanishes on the diagonal thus pays further powers, because the kernel samples it where it is small.

## Contribution 3: the Legendre norm

The correlation energy needs more than (3), because the first-order wave function also varies on the scale $1/\lambda$. Let $H_0$ be the sum of the two hydrogenic Hamiltonians, with $1/r_{12}$ as perturbation. The ground state of $H_0$ is the singlet

$$\psi_0=\frac{P(r_1)P(r_2)}{4\pi r_1r_2},\qquad E_0=-Z^2 .$$

Write the first-order function as

$$\psi_1=\frac1{4\pi r_1r_2}\sum_l\chi_l(r_1,r_2)P_l(\cos\theta).$$

With $\psi_1$ taken orthogonal to $\psi_0$, a condition that concerns $l=0$ alone, the second-order energy is $\langle\psi_0|1/r_{12}|\psi_1\rangle$. After the trivial angles are integrated, the volume element is $8\pi^2r_1^2r_2^2\,dr_1dr_2\sin\theta\,d\theta$. The two prefactors $1/(4\pi r_1r_2)$ contribute $1/(16\pi^2r_1^2r_2^2)$, and $\int_0^\pi P_lP_{l'}\sin\theta\,d\theta=2\delta_{ll'}/(2l+1)$. The constants combine to $8\pi^2\cdot2/[16\pi^2(2l+1)]=1/(2l+1)$, so partial wave $l$ contributes

$$E_l=\frac1{2\lambda}\int\!\!\int P(r_1)P(r_2)\,K_l\,\chi_l\,dr_1dr_2 . \tag{4}$$

The prefactor is one inverse power of $\lambda$. It is the mean of $P_l^2$ over directions, $\tfrac12\int_0^\pi P_l^2\sin\theta\,d\theta=1/(2l+1)$: although $P_l=1$ at $\theta=0$ for every $l$, its mean square falls as $l$ grows.

## Contribution 4: the energy denominator

The first-order equation is $(H_0-E_0)\psi_1=-(1/r_{12}-E_1)\psi_0$, where $E_1$ is the first-order energy. The constant $E_1$ affects $l=0$ alone. For $l\ge1$, multiplying by $4\pi r_1r_2$ and projecting on $P_l$ gives

$$(h_1+h_2-E_0)\chi_l=-K_lP(r_1)P(r_2),\quad
h_i=-\frac12\frac{\partial^2}{\partial r_i^2}+\frac{l(l+1)}{2r_i^2}-\frac Z{r_i}. \tag{5}$$

Both electrons carry the same $l$, because $P_l(\cos\theta)$ is an eigenfunction of each squared angular momentum.

To find the size of the operator inside the strip, let $D_i=r_i\partial/\partial r_i$. From $\sigma=\tfrac12(\ln r_1+\ln r_2)$ and $u=\ln r_1-\ln r_2$,

$$D_1=\tfrac12\partial_\sigma+\partial_u,\qquad D_2=\tfrac12\partial_\sigma-\partial_u .$$

Also $r_i^2\partial_i^2=D_i^2-D_i$, $s^2/r_1^2=e^{-u}$ and $s^2/r_2^2=e^{u}$. Therefore

$$\begin{aligned}
s^2(\partial_1^2+\partial_2^2)&=e^{-u}(D_1^2-D_1)+e^{u}(D_2^2-D_2)\\
&=2\cosh u\left(\partial_u^2+\tfrac14\partial_\sigma^2\right)-2\sinh u\,\partial_\sigma\partial_u\\
&\quad-\cosh u\,\partial_\sigma+2\sinh u\,\partial_u .
\end{aligned}$$

In the strip $u$ is of order $1/\lambda$ and $\partial_u$ of order $\lambda$, while $\partial_\sigma$ is of order one. The term $2\partial_u^2$ is of order $\lambda^2$. Each other term is of order one: for example, $\sinh u\,\partial_u$ is $(1/\lambda)\lambda$, and $(\cosh u-1)\partial_u^2$ is $(1/\lambda^2)\lambda^2$.

The centrifugal energy is

$$\frac{l(l+1)}2\left(\frac1{r_1^2}+\frac1{r_2^2}\right)=\frac{(\lambda^2-\frac14)\cosh u}{s^2}\approx\frac{\lambda^2}{s^2}.$$

After multiplication by $s^2$, the nuclear attraction and $E_0$ are of order one at fixed $s$. They are therefore smaller than the retained terms by $\lambda^{-2}$. This ordering fails at radii that grow with $\lambda$, but the exponentially small density removes their weight.

On the right of (5), $P(r_1)P(r_2)=4Z^3s^2e^{-2Zs\cosh(u/2)}$ is even in $u$, so replacing it by $P(s)^2$ also costs a relative error of order $\lambda^{-2}$. Multiplying (5) by $s^2$ leaves

$$(-\partial_u^2+\lambda^2)\chi_l=-s\,P(s)^2e^{-\lambda|u|}. \tag{6}$$

The two terms on the left have a plain meaning. The electrons pay centrifugal energy $\lambda^2/s^2$, and they pay radial kinetic energy of the same order for being confined to a strip of width about $s/\lambda$. The nucleus has dropped out of the operator and enters through $P(s)$.

Equation (6) is an ordinary differential equation at each $s$. Put $\chi_l=-sP(s)^2g(u)$. For $u>0$ the trial term $c\,u\,e^{-\lambda u}$ gives

$$(-\partial_u^2+\lambda^2)\,c\,u\,e^{-\lambda u}=c\left(-\lambda^2u+2\lambda+\lambda^2u\right)e^{-\lambda u}=2\lambda c\,e^{-\lambda u},$$

so $c=1/(2\lambda)$. Adding the decaying homogeneous solution, $g=(a+u/2\lambda)e^{-\lambda u}$. The singlet function is even in $u$, and the source contains no delta function, so the slope is continuous and must vanish at $u=0$. This requires $1/(2\lambda)-\lambda a=0$, or $a=1/(2\lambda^2)$. Hence

$$\chi_l\approx-\frac{sP(s)^2}{2\lambda^2}\,(1+\lambda|u|)\,e^{-\lambda|u|}. \tag{7}$$

The resolvent has supplied two inverse powers in the height of $\chi_l$. The exponential has supplied none; it sets the width.

### The same function from the electron cusp

Near coalescence, the electron cusp condition for a singlet gives $\psi_1\approx\tfrac12r_{12}\psi_0$ for the part that is not smooth. Its partial waves should reproduce (7). Write $r_{12}=r_{12}^2/r_{12}$ with $r_{12}^2=2s^2(\cosh u-\cos\theta)$. The recurrence for $\cos\theta\,P_l$ gives the $l$-th component of $r_{12}$ as

$$2s^2\left[\cosh u\,K_l-\frac{l}{2l-1}K_{l-1}-\frac{l+1}{2l+3}K_{l+1}\right].$$

By (1), $2s\cosh u\,K_l=e^{-(\lambda-1)|u|}+e^{-(\lambda+1)|u|}$. Collecting the two exponentials, with $1-2l/(2l-1)=-1/(2l-1)$ and $1-2(l+1)/(2l+3)=1/(2l+3)$, gives

$$s\left[\frac{e^{-(\lambda+1)|u|}}{2(\lambda+1)}-\frac{e^{-(\lambda-1)|u|}}{2(\lambda-1)}\right]
\approx-\frac{s}{\lambda^2}(1+\lambda|u|)e^{-\lambda|u|}.$$

The last form is twice the derivative of $e^{-x|u|}/(2x)$ at $x=\lambda$, since the arguments differ by two. Multiplication by $\tfrac12P(s)^2$ gives (7). The high partial waves are the angular description of the cusp.

## Putting the contributions together

Insert (1) and (7) in (4), with $dr_1dr_2=s\,ds\,du$:

$$E_l\approx-\frac1{2\lambda}\cdot\frac1{2\lambda^2}\int_0^\infty sP(s)^4\,ds\int_{-\infty}^{\infty}(1+\lambda|u|)e^{-2\lambda|u|}\,du .$$

The integrand in $u$ is not a fixed smooth function times the kernel, so (3) cannot be quoted directly. The scaled variable $x=\lambda u$ settles the matter: the integrand depends on $x$ alone, and $du=dx/\lambda$ gives one inverse power. Explicitly,

$$\int_{-\infty}^{\infty}(1+\lambda|u|)e^{-2\lambda|u|}du=2\left(\frac1{2\lambda}+\frac{\lambda}{4\lambda^2}\right)=\frac3{2\lambda}. \tag{8}$$

With $P(r)^4=16\pi^2r^4\psi_0(r,r)^2$, where $\psi_0(r,r)$ is the value at equal radii, the leading result is

$$E_l\approx-\frac3{8\lambda^4}\int_0^\infty sP(s)^4ds=-\frac{6\pi^2}{\lambda^4}\int_0^\infty r^5\psi_0(r,r)^2dr=-\frac{45}{256\,\lambda^4}. \tag{9}$$

The last step uses $\int sP^4ds=16Z^6\cdot5!/(4Z)^6=15/32$. The charge cancels. The integrand is proportional to $r^5e^{-4Zr}$ and peaks at $r=5/(4Z)$, which for helium is the 0.6250 bohr used above.

For $l=7$, $\lambda=7.5$, the contributions can be weighed separately:

- The Legendre norm is $1/(2\lambda)=0.0667$.
- The resolvent factor is $1/(2\lambda^2)=0.00889$.
- The strip integral is $3/(2\lambda)=0.200$.
- The diagonal integral is $15/32=0.469$, independent of $l$.

Their product is $5.56\times10^{-5}$ hartree, so (9) predicts $-0.0556$ millihartree. The sum over pairs of radial pseudostates, which does not use the strip approximation, gives $-0.0544$. The prediction is about 2% too large in magnitude, relative to that sum.

## Is the energy really in the strip?

An agreement of totals could hide a wrong picture, so the pair function itself was examined. At $s=0.6250$ bohr and $l=7$, the computed $\chi_l$ on the diagonal is $-0.00564$ bohr$^{-1}$, against $-0.00570$ from (7). At $\lambda|u|=2$ the values are $-0.00225$ and $-0.00231$. The computed values come from 50 radial functions per electron. At this $s$ the absolute error of such products of smooth functions is largest on the diagonal, and the third figure is not converged. At radial convergence the two values become about $-0.00568$ and $-0.00224$, shifts of 0.6% and 0.4%, so (7) is too large in magnitude by about 0.4% on the diagonal and 3% at $\lambda|u|=2$.

The share of $E_l$ that comes from $|u|<X/\lambda$ follows from the integrand in (8). The part beyond $X$ on one side, in the variable $x$, is

$$\int_X^\infty(1+x)e^{-2x}dx=e^{-2X}\left(\frac{1+X}2+\frac14\right)=\frac34e^{-2X}\left(1+\frac{2X}3\right),$$

and the whole one-sided integral is $\tfrac34$. The share inside is therefore $1-e^{-2X}(1+2X/3)$. For $X=1$ and $X=2$ this gives 77.4% and 95.7%. Direct integration with the computed $\chi_7$ gives about 78% and 96%. At $l=7$, the only partial wave examined in this way, the energy is distributed across the strip as the integrand in (8) predicts.

## How far the limit reaches

The ratio of the computed $E_l$ to (9) shows the approach to the limit:

| $l$ | $E_l$ (millihartree) | ratio to (9) |
|---|---|---|
| 1 | $-26.495$ | 0.763 |
| 3 | $-1.078$ | 0.920 |
| 5 | $-0.185$ | 0.963 |
| 7 | $-0.054$ | 0.979 |

This explains the opening exponent. Because the ratio still rises with $l$, the energy falls a little more slowly than $\lambda^{-4}$. Between $l=5$ and $l=7$ the rise changes the exponent by $\ln(0.9788/0.9629)/\ln(7.5/5.5)\approx0.05$, from $-4$ to $-3.95$. The fourth figure of these ratios depends on the radial basis (they rise to about 0.9791 and 0.9630 at convergence), but the exponent is unchanged to the figures shown.

An extrapolation of $\lambda^4E_l$ from $l=3,5,7$, with corrections in $\lambda^{-2}$ and $\lambda^{-4}$, gives $-0.1755$ hartree. The predicted limit is $-0.1758$. The finite radial basis and the truncated extrapolation both contribute to the difference, and the calculation does not separate them. Going from 35 to 50 radial functions lowers $E_7$ by 0.00003 millihartree, and the radially converged value, $-0.05440$ millihartree, lies a further 0.00002 lower.

The fourth power also depends on the spin state. In a triplet built from two different $s$ orbitals, the spatial function is antisymmetric and vanishes like $u$ at the diagonal. In the variable $x=\lambda u$, the source in (6) then gains a factor $1/\lambda$, and so does $\chi_l$. The reference function in (4) gains another. The norm, the resolvent and the strip still supply their four powers, so the leading term falls as $\lambda^{-6}$. Its coefficient is not zero, because the operator in (6) is positive. The width of the strip still scales as $1/\lambda$, but the electrons already avoid its centre and the energy lies farther out. With the source $u\,e^{-\lambda|u|}$, the odd solution of (6) is $u(1+\lambda|u|)e^{-\lambda|u|}/(4\lambda^2)$, so the integrand in (8) gains a factor $x^2$. The mean of $\lambda|u|$ rises from $2/3$ to $9/5$, and the share inside $|u|<1/\lambda$ falls from 77.4% to 21.5%.

## Values computed for the example and the checks

```
Nuclear charge Z = 2; reference radius = 0.6250 bohr
l= 5: full half-height width 0.17384 bohr, 2 ln2 r/l = 0.17329 bohr
l=10: full half-height width 0.08671 bohr, 2 ln2 r/l = 0.08664 bohr
l=20: full half-height width 0.04333 bohr, 2 ln2 r/l = 0.04332 bohr
l=40: full half-height width 0.02166 bohr, 2 ln2 r/l = 0.02166 bohr
Integral of F(s,s) ds = 0.750000 hartree
Integral of F_uu(s,0) ds = -0.937500 hartree
l= 1: double 0.7500000, single 1.0000000, two terms 0.4444444 hartree
l= 5: double 0.2627367, single 0.2727273, two terms 0.2614576 hartree
l=10: double 0.1412958, single 0.1428571, two terms 0.1412374 hartree
l=20: double 0.0729553, single 0.0731707, two terms 0.0729531 hartree
l=40: double 0.0370089, single 0.0370370, two terms 0.0370088 hartree
l=40, factor |r1-r2|: double/single = 0.99742
l=40, factor (r1-r2)^2: double/single = 0.99425
Predicted limit of lam^4 E_l = -0.175781 hartree
Radial functions per l: 50 (check: 35)
l=1: E_l = -26.4952 mEh (small basis -26.4951), lam^4 E_l/limit = 0.7631
l=2: E_l = -3.9061 mEh (small basis -3.9061), lam^4 E_l/limit = 0.8680
l=3: E_l = -1.0777 mEh (small basis -1.0777), lam^4 E_l/limit = 0.9200
l=5: E_l = -0.1850 mEh (small basis -0.1850), lam^4 E_l/limit = 0.9629
l=7: E_l = -0.0544 mEh (small basis -0.0543), lam^4 E_l/limit = 0.9788
Local power of lam between l=5 and l=7: -3.947
Extrapolated lam^4 E_l = -0.17553 hartree
l=7, lam|u|=0: chi = -0.005643, strip form -0.005700 bohr^-1 hartree^0
l=7, lam|u|=1: chi = -0.004141, strip form -0.004194 bohr^-1 hartree^0
l=7, lam|u|=2: chi = -0.002253, strip form -0.002314 bohr^-1 hartree^0
l=7, |u|<1/lam: energy share 0.7815, strip prediction 0.7744
l=7, |u|<2/lam: energy share 0.9609, strip prediction 0.9573
```
